# Integer addressing of a regular k grid and the umklapp phase, part 2

A program stores Bloch states $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ only on a regular grid, but needs them at $\mathbf k+\mathbf q$, which may lie outside the stored window. Hartree atomic units are used, with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, $\mathbf k=\sum_i k_i\mathbf b_i$, cell volume $\Omega$ and $\langle f|g\rangle=\Omega^{-1}\int_{\rm cell}f^*g\,d^3r$.

The grid has $N_i$ divisions, $N_k$ points in all, half shifts $s_i\in\{0,1\}$ and window offsets $h_i$ ($0$, or $\lfloor N_i/2\rfloor$ for the centred window). On each axis, point $j=0,\dots,N-1$ has the integer doubled coordinate $K=2Nk=2n+s$, $n=j-h$; the linear index is $I=(j_1N_2+j_2)N_3+j_3$. The grid is closed under $\mathbf k\to-\mathbf k$.

For $\mathbf q$ with shift $t$, $Q=2Nq=2m+t$ and $P=K+Q$. Divisions with non-negative remainder, $P=2p+s'$ and $p+h=gN+j'$, give the stored point $\mathbf k'$, with index $I'$ and $K'=2(j'-h)+s'$:

$$\mathbf k+\mathbf q=\mathbf k'+\mathbf G_0,\qquad \mathbf G_0=\sum_i g_i\mathbf b_i .\tag{1}$$

Here $p=n+m+st$, where $st$ is the carry. Halving toward zero fails for negative odd $P$, and truncating a floating-point $N\,[(k+q)\bmod 1]$ can give a wrong index.

The periodic part needs a phase:

$$u_{n,\mathbf k+\mathbf q}=e^{-i\mathbf G_0\cdot\mathbf r}\,u_{n\mathbf k'} .\tag{2}$$

With $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, band energies $\varepsilon$ and plane-wave coefficients $c_{\mathbf k}(\mathbf G)$ of $u_{\mathbf k}$, omitting the phase gives, for a local potential,

$$\langle u_{\mathbf k'}|H(\mathbf k+\mathbf q)|u_{\mathbf k'}\rangle=\varepsilon_{\mathbf k'}+\mathbf G_0\cdot\langle\mathbf p\rangle+\tfrac12G_0^2,\qquad\langle\mathbf p\rangle=\sum_{\mathbf G}|c_{\mathbf k'}(\mathbf G)|^2(\mathbf k'+\mathbf G).\tag{4}$$

The basis at each $\mathbf k$ is $|\mathbf k+\mathbf G|^2/2<E_{\rm cut}$; one fixed set of $\mathbf G$ for all $\mathbf k$ in general makes the energies at $\mathbf k+\mathbf q$ and $\mathbf k'$ differ. On a real-space mesh with $L$ points per axis, the average of $u^*e^{i(\mathbf G+\mathbf G_0)\cdot\mathbf r}u$ is exact when $L$ exceeds $2\gamma+|G_i+g_i|$, where $\gamma$ is the highest integer frequency in the stored functions.

### Matrix elements and a zone sum

Let $\boldsymbol\kappa=\mathbf q+\mathbf G$. With $\psi$ normalised to unit mean square, the exponentials $e^{-i(\mathbf k+\mathbf q)\cdot\mathbf r}e^{i\boldsymbol\kappa\cdot\mathbf r}e^{i\mathbf k\cdot\mathbf r}$ combine to $e^{i\mathbf G\cdot\mathbf r}$, and complex conjugation of (2) in the bra supplies $e^{+i\mathbf G_0\cdot\mathbf r}$:

$$M_m(\mathbf k)=\langle\psi_{m,\mathbf k+\mathbf q}|e^{i\boldsymbol\kappa\cdot\mathbf r}|\psi_{v\mathbf k}\rangle=\langle u_{m\mathbf k'}|e^{i(\mathbf G+\mathbf G_0)\cdot\mathbf r}|u_{v\mathbf k}\rangle .\tag{5}$$

Expanding both functions, the cell average of $e^{i(-\mathbf G''+\mathbf G+\mathbf G_0+\mathbf G')\cdot\mathbf r}$ selects $\mathbf G''=\mathbf G'+\mathbf G+\mathbf G_0$, so $M_m=\sum_{\mathbf G'}c^*_{m\mathbf k'}(\mathbf G'+\mathbf G+\mathbf G_0)\,c_{v\mathbf k}(\mathbf G')$. Without the phase one computes $\langle u_{m\mathbf k'}|e^{i\mathbf G\cdot\mathbf r}|u_{v\mathbf k}\rangle=\langle\psi_{m\mathbf k'}|e^{i(\mathbf k'-\mathbf k+\mathbf G)\cdot\mathbf r}|\psi_{v\mathbf k}\rangle$, and $\mathbf k'-\mathbf k=\mathbf q-\mathbf G_0$. The operator is then evaluated at $\boldsymbol\kappa-\mathbf G_0$, and with the reversed sign at $\boldsymbol\kappa-2\mathbf G_0$: legitimate matrix elements of the wrong operator, with a wavevector that changes from one $\mathbf k$ to the next.

A zone sum that can be checked without folding is the static independent-particle response. Take independent electrons in a fixed real local potential, an insulator with one doubly occupied band $v$ and empty bands $c$, and add $\delta V=\lambda(e^{i\boldsymbol\kappa\cdot\mathbf r}+e^{-i\boldsymbol\kappa\cdot\mathbf r})$ with $\mathbf q$ on the unshifted grid and $2\mathbf q$ not a reciprocal vector. The grid states are those of the supercell $N_i\mathbf a_i$ with $\psi(\mathbf r+N_i\mathbf a_i)=(-1)^{s_i}\psi(\mathbf r)$, since $e^{2\pi iN_ik_i}=e^{i\pi K_i}$; because $Q_i$ is even, $\delta V$ is periodic on the supercell and preserves this condition. The ground state is a non-degenerate Slater determinant, and a one-body operator connects it only to single excitations $v\mathbf k\to c\mathbf k''$. The first-order energy vanishes, because $e^{\pm i\boldsymbol\kappa\cdot\mathbf r}$ changes the crystal momentum by $\pm\mathbf q$ and has no diagonal element. At second order $\mathbf k''$ is equivalent to $\mathbf k+\mathbf q$ or to $\mathbf k-\mathbf q$; these are different points because $2\mathbf q$ is not a reciprocal vector, so no cross terms occur. Per cell, with 2 for spin,

$$\frac{E^{(2)}}{\lambda^2}=\frac{2}{N_k}\sum_{\mathbf k,c}\left[\frac{|M_c(\mathbf k)|^2}{\varepsilon_{v\mathbf k}-\varepsilon_{c,\mathbf k+\mathbf q}}+\frac{|\langle\psi_{c,\mathbf k-\mathbf q}|e^{-i\boldsymbol\kappa\cdot\mathbf r}|\psi_{v\mathbf k}\rangle|^2}{\varepsilon_{v\mathbf k}-\varepsilon_{c,\mathbf k-\mathbf q}}\right].$$

For real $H$, $\psi^*_{n\mathbf k}$ is an eigenstate at $-\mathbf k$ with the same energy. The complex conjugate of the second matrix element is the average of $\psi_{c,\mathbf k-\mathbf q}\,e^{i\boldsymbol\kappa\cdot\mathbf r}\,\psi^*_{v\mathbf k}$, which is $M_c(-\mathbf k)$ up to gauge. The second term at $\mathbf k$ thus equals the first at $-\mathbf k$, and the grid is closed under this map, so

$$\frac{E^{(2)}}{\lambda^2}=\frac{4}{N_k}\sum_{\mathbf k,c}\frac{|M_c(\mathbf k)|^2}{\varepsilon_{v\mathbf k}-\varepsilon_{c\mathbf k'}}=\Omega\chi_0 .\tag{6}$$

The last equality identifies the diagonal density response. Write $\delta V=\lambda w$ and the density as $\rho_0+\lambda\rho_1$, where $\rho_1$ has Fourier component $\chi_0$ at $\pm\boldsymbol\kappa$, real because a static response matrix is Hermitian. The Hellmann–Feynman theorem gives $dE/d\lambda=\lambda\int\rho_1w=2\lambda\Omega\chi_0$ per cell, and integration over $\lambda$ gives $\lambda^2\Omega\chi_0$. For metals, or for $2\mathbf q$ a reciprocal vector, (6) changes, while (1), (2) and (5) do not.

### Worked example

The model is an fcc crystal with round parameters: $a=8$ bohr, $\mathbf a_1=\frac a2(0,1,1)$, $\mathbf a_2=\frac a2(1,0,1)$, $\mathbf a_3=\frac a2(1,1,0)$, $\Omega=128$ bohr$^3$, and attractive wells $-A\,e^{-r^2/2\sigma^2}$ with $\sigma=1$ bohr, $A=3$ Ha at the origin and $A=0.5$ Ha at $\frac a4(1,1,1)$. The reciprocal vectors are $\frac{2\pi}{a}(-1,1,1)$, $\frac{2\pi}{a}(1,-1,1)$, $\frac{2\pi}{a}(1,1,-1)$ with $2\pi/a=0.785398$ bohr$^{-1}$. The cutoff of 4 Ha gives 46 to 58 plane waves per point. No convergence with cutoff is claimed: the basis is part of the model, and six digits serve to compare two routes to one number, not to claim physical accuracy. The grid is $4\times4\times4$, $s=(1,1,1)$, $h=2$, so $K_i\in\{-3,-1,1,3\}$ in units of $\mathbf b_i/8$. The gap between the lowest two bands on the grid is 0.736 Ha (20.0 eV).

Take $K=(3,-1,-3)$, for which $n=(1,-1,-2)$, $j=(3,1,0)$ and $I=(3\cdot4+1)\cdot4+0=52$, and $\mathbf q=(\frac14,\frac14,-\frac12)$, or $Q=(2,2,-4)$. Then $P=(5,1,-7)$, all odd, so $s'=(1,1,1)$. Halving gives $p=(2,0,-4)$ and $p+h=(4,2,-2)$. The divisions are $4=1\cdot4+0$, $2=0\cdot4+2$, $-2=-1\cdot4+2$, so $g=(1,0,-1)$, $j'=(0,2,2)$, $I'=(0\cdot4+2)\cdot4+2=10$ and $K'=2(j'-2)+1=(-3,1,1)$. As a check, $K'+8g=(5,1,-7)$. In Cartesian form $\mathbf G_0=\mathbf b_1-\mathbf b_3=\frac{2\pi}{a}(-2,0,2)=(-1.5708,0,1.5708)$ bohr$^{-1}$.

Umklapp affects most of this grid. On the first two axes $K+2$ leaves the window only for $K=3$, one value in four; on the third, $K-4$ leaves it for $K=-3$ and $-1$, two in four. The points with $\mathbf G_0=0$ number $3\cdot3\cdot2=18$, and $64-18=46$ need the phase. Since $P_3=K_3-4$ is negative and odd for every point, halving toward zero misplaces all 64.

The sum $\mathbf k+\mathbf k$ shows the carry. $P=(6,-2,-6)$ is even, so the target is the unshifted grid; $p=(3,-1,-3)=2n+1$, $p+h=(5,1,-1)$, $g=(1,0,-1)$, $j'=(1,1,3)$, $I'=(1\cdot4+1)\cdot4+3=23$. Every component carries, so dropping the carry spoils all 64 such sums.

The lowest band has $\varepsilon(\mathbf k)=-0.892$ Ha and $\varepsilon(\mathbf k')=-0.896589$ Ha, and diagonalisation at the unfolded $\mathbf k+\mathbf q$ gives $-0.896589$ Ha. With the plane-wave set of $\Gamma$ used at both points, the energies at $\mathbf k+\mathbf q$ and $\mathbf k'$ differ by 0.087 Ha. The mesh has $L=12$. A basis vector obeys $|k_i+G_i|<\sqrt{2E_{\rm cut}}\,|\mathbf a_i|/2\pi=8/\pi$, and with $|k_i|\le3/8$ this means $\gamma=2$; with $|G_i+g_i|\le2$ the highest frequency in (5) is at most 6, below 12. The expectation of $H(\mathbf k+\mathbf q)$ evaluated on the mesh is $-0.896589$ Ha with the phase. Without it, (4) predicts $-0.896589-0.041246+2.467401=1.529566$ Ha, the value found on the mesh; the dominant term is $G_0^2/2=1.5708^2=2.4674$ Ha. The overlap moduli with the directly computed function are 1.000000 with the correct phase, 0.274 without, and 0.0043 with the reversed sign. The intraband element $|M|$ of the lowest band at $\mathbf G=0$ is 0.771065 both from the shifted coefficient sum and from the direct states, against 0.581 without the phase.

For the zone sum, $2\mathbf q=(\frac12,\frac12,-1)$ is not a reciprocal vector. The reference diagonalises $H+\delta V$ in the 3142 plane waves of the supercell, labelled by absolute wavevector, where no $\mathbf G_0$ occurs. The perturbation couples $\mathbf k$, $\mathbf k+\mathbf q$, $\mathbf k+2\mathbf q$, $\mathbf k+3\mathbf q$ and closes because $4\mathbf q$ is a reciprocal vector, so each block holds four occupied levels. As $|\delta V|\le2\lambda$, no eigenvalue moves by more than $2\lambda$, and the gap stays open for $4\lambda<0.736$ Ha. Translation by $\mathbf a_3$ leaves $H$ and the basis invariant and multiplies $\delta V$ by $e^{\pm i\boldsymbol\kappa\cdot\mathbf a_3}=-1$, because $q_3=-\frac12$; hence $E(\lambda)$ is even and

$$f(\lambda)=\frac{E(\lambda)-E(0)}{\lambda^2}=\Omega\chi_0+\beta\lambda^2+\eta\lambda^4+\dots$$

In $[4f(\lambda)-f(2\lambda)]/3$ the $\beta$ terms cancel, $4\beta\lambda^2-4\beta\lambda^2=0$, and the remainder is $(4-16)\eta\lambda^4/3=-4\eta\lambda^4$. Rounding errors in $E$ are amplified by $1/\lambda^2$, which limits how small $\lambda$ may be. The values used are $\lambda=0.004$ and $0.008$ Ha, with $E(0)=-1.799507$ Ha per cell, the same from the supercell and from the sum over the 64 grid points. Results for $\Omega\chi_0$ in Ha$^{-1}$:

| route | $\mathbf G=0$ | $\mathbf G=\mathbf b_3$ |
|---|---|---|
| Eq. (6), folded | $-1.424559$ | $-0.642287$ |
| supercell | $-1.424559$ | $-0.642287$ |
| no phase | $-1.2645$ | $-1.3112$ |
| reversed sign | $-1.1354$ | $-0.4386$ |

The correct values are $-0.0524$ and $-0.0236$ eV$^{-1}$. Relative to them, the magnitudes are off by $1.2645/1.4246-1=-11.2\%$ and $1.1354/1.4246-1=-20.3\%$ for $\mathbf G=0$, and by $+104.1\%$ and $-31.7\%$ for $\mathbf G=\mathbf b_3$. The error has no fixed sign, and these percentages belong to the 4 Ha basis: they change with the cutoff.

The substituted wavevectors can be longer or shorter than the true one. Here $\mathbf q=\frac{2\pi}{a}(-\frac12,-\frac12,1)$, of length 0.962 bohr$^{-1}$, lies in the window but outside the Wigner–Seitz zone, since $\mathbf q+\mathbf b_3=\frac{2\pi}{a}(\frac12,\frac12,0)$ is shorter, 0.555 bohr$^{-1}$. The latter is inside the zone, bounded by $|x|+|y|+|z|\le\frac32$ and $|x|,|y|,|z|\le1$ in units of $2\pi/a$, so for $\mathbf G=\mathbf b_3$ every substituted wavevector $\boldsymbol\kappa-\mathbf G_0$ with $\mathbf G_0\ne0$ is longer than the true one, whereas for $\mathbf G=0$ the points with $\mathbf G_0=-\mathbf b_3$ receive a shorter one.

The numerical check that follows asserts the addressing rule against a Cartesian search for 73728 pairs on a $4\times3\times2$ grid, covering all shift pairs and both windows, and in exact fractions for 300 random pairs on a grid of about $10^{18}$ points; it asserts (2) and (3) at all 64 points of the model, (4) and the coefficient form of (5) at the example point, and agreement of (6) with the supercell to a relative tolerance of $10^{-5}$.

## Calculated quantities

```
pairs checked by brute-force search: 73728
points of table-free large grid: 1.000e+18
float truncation, N=10: wrong indices 14 of 100
a=8.0 bohr, depths 3.0, 0.5 Ha, width 1.0 bohr, Ecut=4.0 Ha
cell volume 128.0 bohr^3, 2pi/a=0.785398 1/bohr, mesh 12^3
plane waves per k: 46 to 58
gap on grid: 0.735953 Ha = 20.026 eV
k points with G0 != 0: 46 of 64
halving toward zero: wrong indices 64 of 64
dropped carry in k+k: wrong indices 64 of 64
example K= [ 3 -1 -3] I= 52 Q= [ 2  2 -4] P= [ 5  1 -7] (units b/8)
floor(P/2)+h= [ 4  2 -2] j'= [0 2 2] I'= 10 K'= [-3  1  1]
G0 integers= [ 1  0 -1] Cartesian [-1.5708  0.      1.5708] 1/bohr
k+k: P= [ 6 -2 -6] s'= [0 0 0] j'= [1 1 3] I'= 23 G0= [ 1  0 -1]
e1(k)=-0.892072 Ha, e1(k')=-0.896589 Ha, e1(k+q direct)=-0.896589 Ha
<H(k+q)> with phase -0.896589 Ha, without 1.529566 Ha
G0.<p>=-0.041246 Ha, G0^2/2=2.467401 Ha
overlap with direct u: correct 1.000000, none 0.273826, wrong sign 0.004338
|M_11| G=0: folded 0.771065, direct 0.771065, no phase 0.581408
fixed G set: e1(k+q)-e1(k')=8.742e-02 Ha
supercell plane waves: 3142 ; lambda=0.004 and 0.008 Ha
band energy per cell E(0)=-1.799507 Ha
G= [0 0 0] |q+G|=0.96191 1/bohr
  Omega*chi0 folded -1.424559, supercell -1.424559 1/Ha
  folded value = -0.052352 1/eV
  no phase -1.264501, wrong sign -1.135353 1/Ha
  relative errors: -11.2 %, -20.3 %
G= [0 0 1] |q+G|=0.55536 1/bohr
  Omega*chi0 folded -0.642287, supercell -0.642287 1/Ha
  folded value = -0.023604 1/eV
  no phase -1.311201, wrong sign -0.438646 1/Ha
  relative errors: 104.1 %, -31.7 %
```
